The adiabatic biaxial modulus of a cubic (001) film

A film stretched slowly, in contact with a heat bath, stays at the bath temperature. The same film stretched quickly changes temperature, and because its in-plane strain is imposed, the suppressed thermal strain appears as extra stress. An isothermal modulus then gives too small a stress, and a slow relaxation that follows as heat flows back can be mistaken for creep. Correcting for this needs care over two details: work is done along two in-plane directions, and the film is neither fully clamped nor free, so neither of the usual heat capacities is the right one.

**The film and its isothermal modulus**

Consider a uniform cubic crystal film with its [001] axis along the normal z. Its in-plane strains are equal, exx = eyy = e, and its surfaces carry no traction, so σzz = σxz = σyz = 0. Tension and extension are positive. Strains, free energy, entropy and heat capacity all refer to one fixed reference state and its volume. Stress is the quantity conjugate to strain in that description, the nominal stress.

Near a stress-free state at fixed temperature, Hooke's law with isothermal constants gives

σzz = C11 ezz + 2C12 e = 0, so ezz = −2(C12/C11) e.   (1)

The conditions σxz = 2C44 exz = 0 and σyz = 2C44 eyz = 0 remove the out-of-plane shears. The in-plane stress σ = σxx = σyy is

σ = (C11 + C12) e + C12 ezz
  = [C11 + C12 − 2C12²/C11] e.   (2)

The bracket is the isothermal biaxial modulus. Over the common denominator C11 its numerator is C11² + C11C12 − 2C12², which factors:

M_T = (C11 − C12)(C11 + 2C12)/C11.   (3)

C44 is absent. The in-plane strain is e times the two-dimensional unit matrix, and so is the stress with σ in place of e. Neither matrix changes when the in-plane axes are rotated, so M_T does not depend on in-plane direction, however anisotropic the cubic crystal is.

**Thermodynamics at zero normal stress**

Let f be the Helmholtz free energy and s the entropy, both per reference volume. For a reversible change without shear,

df = σxx dexx + σyy deyy + σzz dezz − s dT.   (4)

The normal strain is not controlled. It adjusts until σzz = ∂f/∂ezz = 0, which for a stable film minimizes f. Call the resulting function φ(e, T). The term in dezz drops out because its coefficient is zero, and the two in-plane terms are equal:

dφ = 2σ de − s dT.   (5)

The factor 2 counts the two directions in which the stress does work. Hence ∂φ/∂e = 2σ and ∂φ/∂T = −s. Equating the mixed second derivatives of φ gives

(∂s/∂e)_T = −2(∂σ/∂T)_e.   (6)

From here on, every derivative is taken at zero normal stress. Three of them are properties of the film:

M_T = (∂σ/∂e)_T,  a = (∂e/∂T)_σ,  c = T(∂s/∂T)_e.   (7)

About a stress-free state used as reference, a is the ordinary linear expansivity. The capacity c belongs to a film whose in-plane dimensions are held while its thickness is free.

To find the right side of (6), write the change of in-plane stress as

dσ = M_T de + (∂σ/∂T)_e dT.   (8)

At constant stress dσ = 0 and de = a dT, so 0 = M_T a + (∂σ/∂T)_e. Therefore

(∂σ/∂T)_e = −M_T a.   (9)

Heating a film of fixed in-plane size makes it more compressive when a > 0. Inserting (9) in (6), and using the definition of c, gives the entropy change

ds = 2M_T a de + (c/T) dT.   (10)

At constant temperature, a stretch de thus absorbs the heat T ds = 2M_T aT de per volume.

**The adiabatic modulus**

A reversible stretch without heat exchange has ds = 0. Equation (10) then gives

dT = −(2M_T aT/c) de.   (11)

The film cools on stretching if a > 0. Substituting (9) and (11) in (8),

dσ = M_T de − M_T a dT
   = M_T de + (2M_T² a² T/c) de.   (12)

The two minus signs have combined into a plus. The adiabatic biaxial modulus is therefore

M_S = M_T + 2M_T² a² T/c.   (13)

For c > 0 the correction cannot be negative. With a < 0 the film warms on stretching, but warming then raises the tension, so the sign of a does not matter. With a = 0 the temperature does not change to first order and the moduli coincide. If a/c stays bounded as T → 0, the relative correction, 2M_T a(a/c)T, also vanishes there.

Equation (13) used only thermodynamic derivatives, not Hooke's law. It therefore holds about a prestressed equibiaxial state too, provided M_T, a and c are the local derivatives (7). Equation (3) was derived near zero stress and need not hold in such a state.

**Which heat capacity**

Let c_σ be the capacity at fixed in-plane stress and zero normal stress. In the stress-free state it is the ordinary zero-pressure capacity. Setting de = a dT in (10) and multiplying by T/dT,

c_σ = c + 2M_T a² T.   (14)

Dividing (13) by M_T and using (14),

M_S/M_T = (c + 2M_T a² T)/c = c_σ/c.   (15)

The reciprocal moduli give a form containing the capacity that is usually available:

1/M_T − 1/M_S = (1/M_T)(1 − c/c_σ) = 2a² T/c_σ.   (16)

The other familiar capacity, c_ε, holds all strains fixed. To relate it to c near the stress-free state, let θ be a small temperature change and write the stresses as

σ = (C11 + C12) e + C12 ezz − βθ,   (17)
σzz = 2C12 e + C11 ezz − βθ.   (18)

Free expansion, with every normal strain equal to aθ, must leave zero stress. This fixes β = (C11 + 2C12)a. By the Maxwell relations of (4), each normal strain contributes β times itself to the entropy, so

δs = β(2e + ezz) + c_ε θ/T.   (19)

Heating at e = 0 with σzz = 0 gives ezz = βθ/C11 from (18). Then δs = (β²/C11 + c_ε/T)θ, and since δs = cθ/T,

c = c_ε + T a²(C11 + 2C12)²/C11.   (20)

For a stable crystal c_ε ≤ c ≤ c_σ. Putting c_σ in (13) makes the correction too small, and putting c_ε there makes it too large.

Equations (17)–(19) also give the modulus by a second road, in which the normal strain is kept explicitly. From σzz = 0, ezz = (βθ − 2C12 e)/C11. Setting δs = 0 and collecting terms,

0 = 2β(1 − C12/C11) e + (β²/C11 + c_ε/T)θ.   (21)

The second bracket is c/T by (20). By (3), β(1 − C12/C11) = M_T a. Hence θ = −2M_T aTe/c, as in (11). Equation (17) becomes σ = M_T e − β(1 − C12/C11)θ = M_T e − M_T aθ, which again leads to (13).

**A model crystal in which the choice matters**

Take a cubic crystal with free energy density, in GPa with temperatures in K,

f = 4Q + 6P − 3t³ + 0.0012[Θ/2 + T ln(1 − exp(−Θ/T))],
Θ = 150 exp(−1.5t − Q/2).   (22)

Here t is the sum of the three normal strains, Q the sum of their squares and P the sum of their pair products. The strain dependence of Θ and the term in t³ make the crystal anharmonic. Stress and entropy were obtained by differentiating (22) numerically, and M_S by following a path of constant entropy at zero normal stress.

At 300 K the stress-free state lies at a strain of 0.032 along each axis from the reference of (22). The values below refer to the reference length and volume; per actual length the expansivity would be 121.0 × 10⁻⁶ /K. In this state, M_T = 4.0010 GPa, a = 124.9 × 10⁻⁶ /K and c = 1.3476 MJ/(m³ K). Equation (13) predicts M_S = 4.1122 GPa, and the constant-entropy path gives the same value. The correction is 0.111 GPa. The other capacities are c_σ = 1.3850 and c_ε = 1.1815 MJ/(m³ K). Using c_σ in place of c would make the correction 2.7 % too small, and using c_ε would make it 14 % too large.

Stretching the film by a further in-plane strain of 0.01 produces a tension of 0.040 GPa. M_T falls to 3.9860 GPa, while a rises to 133.6 × 10⁻⁶ /K. Both routes now give M_S = 4.1122 GPa, so (13) survives the prestress. The correction has grown to 0.126 GPa, mainly through a². That M_S barely changes between the two states is a result for these parameters, not a consequence of (13).

**A tungsten membrane**

Consider a free-standing (001) tungsten membrane in vacuum, 200 nm thick and 0.5 mm in radius, stretched equibiaxially by e = 10⁻⁴ at 300 K. Rough typical values are C11 = 520 GPa, C12 = 200 GPa, C44 = 160 GPa, a = 4.5 × 10⁻⁶ /K and c_σ = 2.5 MJ/(m³ K). The elastic constants are taken as isothermal; their rounding is coarser than the difference sought. Extra digits below serve to display that difference, not to claim accuracy for the material.

Equation (3) gives

M_T = 320 × 920/520 = 566.15 GPa.

From (14),

c_σ − c = 2(566.15 × 10⁹)(4.5 × 10⁻⁶)²(300)
        = 6.88 × 10³ J/(m³ K),

so c = 2.4931 MJ/(m³ K). By (13) the correction is M_T(c_σ − c)/c:

M_S − M_T = 566.15 × 0.00688/2.4931 = 1.56 GPa.

Thus M_S = 567.72 GPa, a relative increase of 0.28 %. Because the expansivity is low, the three capacities differ by less than 1 %, so choosing the wrong one would hardly alter the correction.

The temperature change from (11) is −61 mK. The same stretch made isothermally would absorb 153 kJ/m³. The isothermal stress is 56.6 MPa, and the adiabatic stress is higher by 0.156 MPa. If the strain is then held while the membrane warms back to 300 K, the stress falls by this 0.156 MPa without any plastic flow.

**How fast is adiabatic?**

The loading must be slow enough for stress to equilibrate across the membrane. For a plane wave along [100], eyy = 0 and σzz = 0, so ezz = −(C12/C11)exx and the stiffness is C11 − C12²/C11. With a density of 19 000 kg/m³, sound crosses one radius in 0.10 μs. This limit applies when the rim is moved in the plane. If the membrane is instead stretched by pressing it out of plane, the slower transverse wave, of speed √(σ/ρ) with ρ the density, sets the limit. At a tension of 57 MPa it takes about 9 μs to cross one radius.

The loading must also be fast compared with heat flow from the rim, taken to be held at 300 K. With a conductivity of 170 W/(m K), the diffusivity is D = 170/(2.5 × 10⁶) m²/s = 0.68 cm²/s. The slowest radially symmetric solution of the diffusion equation that vanishes at radius R is J₀(jr/R) exp(−τ⁻¹t), where j = 2.405 is the first zero of J₀. Substitution gives

τ = R²/(j²D) ≈ 0.64 ms.   (23)

For in-plane loading, times well between 0.1 μs and 0.6 ms are therefore nearly adiabatic over most of the membrane. A layer near the rim, of width about √(Dt) after a time t, still exchanges heat. At the end of a steady ramp lasting 10 μs, the temperature change averaged over the membrane is 92 % of the adiabatic value; for a 60 μs ramp it is 82 %. With the rim position imposed, the excess radial stress at the rim follows this average. The centre keeps its full temperature change, but the warmer rim layer redistributes the strain, so the excess stress there is 95 % and 88 % of the adiabatic value. For out-of-plane loading the window is narrow: the lowest drum mode has a period of 2πR/(j√(σ/ρ)) ≈ 24 μs, and a 100 μs ramp keeps only 77 % of the temperature change on average. The strain is then also not equibiaxial near the clamped rim. Radiation is slower: two black faces lose 8σ_SB T³θ per area, where σ_SB is the Stefan–Boltzmann constant, which gives a time of 41 ms.

A film of the same thickness on a substrate is a different case. Its thermal time is of order h²/D ≈ 0.6 ns, where h is the thickness. This supposes an interface conductance well above the film's own, its conductivity divided by h, or about 0.85 GW/(m² K). With 0.1 GW/(m² K), a common order for a metal on a dielectric, the interface sets the time instead, at about 5 ns. If the substrate acts as a bath at fixed temperature, loading much slower than the longer of these two times measures M_T. A real substrate may fall short of this. An oxide with a conductivity of 1.4 W/(m K) and a heat capacity of 1.6 MJ/(m³ K) takes up the film's heat on the time scale τ_s = (ch)²/(1.4 × 1.6 × 10⁶) s ≈ 0.1 μs, with c and h in SI units. The uptake is not exponential. For a thick oxide in perfect contact, the fraction of the temperature change left after a sudden stretch is exp(t/τ_s) erfc √(t/τ_s), which is 43 % at t = τ_s and still 10 % at 30τ_s. A substrate stretched together with the film also changes temperature itself.

The crossover takes a simple form when the film has one uniform temperature and loses heat at a rate Gθ per volume. Equation (10) then gives

c dθ/dt = −2M_T aT de/dt − Gθ.   (24)

For strain varying as exp(iωt), with τ_G = c/G, this yields

θ = −(2M_T aT/c) [iωτ_G/(1 + iωτ_G)] e.

Since σ = M_T e − M_T aθ, the complex modulus is

M(ω) = M_T + (M_S − M_T) iωτ_G/(1 + iωτ_G).   (25)

It tends to M_T for slow loading and to M_S for fast loading. Its imaginary part, which measures dissipation, is (M_S − M_T)x/(1 + x²) with x = ωτ_G. It peaks at x = 1 with height (M_S − M_T)/2. Equation (25) does not describe rim cooling in detail, since the temperature there is not uniform and several diffusion modes take part.

**Comparison with real films**

Sputtered tungsten films can be polycrystalline, contain pores and carry residual stress of order 1 GPa. With the elastically isotropic constants used here, the orientation of the grains does not change M_T. Pores and residual stress, however, can each move the absolute modulus by more than the adiabatic correction does. Suppose M_T scales with the bulk modulus, whose pressure derivative is roughly 4. The relative change of M_T is then about 4 × 2(1 − C12/C11)e in magnitude, a softening in tension. This is 0.05 % at e = 10⁻⁴ but 0.87 % at a residual stress of 1 GPa, three times the adiabatic effect. This scaling gives only an order of magnitude, because the change of M_T depends on a different combination of third-order elastic constants than the pressure derivative does. In an fcc Lennard-Jones crystal the actual change is nearly four times the scaling estimate. If 1 % porosity lowers the modulus by 2 %, the loss is 11 GPa. A surface modulus of 10 N/m on each face would contribute 0.1 GPa. Thin films also tend to conduct heat less well than the bulk metal; halving the conductivity doubles the time in (23).

The correction is therefore better sought as the difference between fast and slow loading of one film at the same strain, where most of these shifts cancel. The porosity above, for example, changes M_T² by about −4 % and the capacity per film volume by −1 %. At unchanged a, this alters the difference M_S − M_T by only about −3 %. Residual stress does change a, since (∂a/∂σ)_T = (∂(1/M_T)/∂T)_σ, both being the mixed second derivative of e(σ, T). If M_T softens by 10⁻⁴ of its value per kelvin, a tension of 1 GPa raises a by about 4 % and, with the softening estimated above, M_S − M_T by about 6 %. Plastic flow would spoil the comparison, because it produces entropy and relaxes stress by another route. Anelastic relaxation, at grain boundaries for example, would add its own difference between fast and slow loading.

Orientation makes no difference for these inputs: a (111) film also has M_T = 566.15 GPa. The reason is that 2C44 = C11 − C12 for the rounded constants, which makes the elastic tensor isotropic. For a crystal without this equality, (3) is restricted to (001) films. The remaining values for both examples are in the numerical output.

Computed results

```
MODEL CRYSTAL (stress-free, then prestressed)
free: stress = -0.00000 GPa
free: M_T = 4.000982 GPa
free: M_S by constant entropy = 4.112160 GPa
free: M_S by formula = 4.112160 GPa
free: a = 124.894 1e-6/K
free: c, c_stress, c_clamped = 1.34757, 1.38501, 1.18152 MJ/(m3 K)
prestressed: stress = 0.03994 GPa
prestressed: M_T = 3.985966 GPa
prestressed: M_S by constant entropy = 4.112208 GPa
prestressed: M_S by formula = 4.112208 GPa
prestressed: a = 133.594 1e-6/K
prestressed: c, c_stress, c_clamped = 1.34769, 1.39037, 1.18184 MJ/(m3 K)
TUNGSTEN MEMBRANE (rough material inputs)
T = 300 K; strain = 1.0e-04
C11, C12, C44 = 520, 200, 160 GPa
a = 4.5 1e-6/K
zero-stress heat capacity = 2.50 MJ/(m3 K)
thickness = 200 nm; radius = 0.5 mm
conductivity = 170 W/(m K)
density = 19000 kg/m3
normal strain / in-plane strain, isothermal = -0.7692
c_stress - c = 6.879 kJ/(m3 K)
c = 2.49312 MJ/(m3 K)
c_clamped = 2.48323 MJ/(m3 K)
M_T = 566.154 GPa
M_S = 567.716 GPa
M_S from full tensor = 567.716 GPa
M_S - M_T = 1.562 GPa
(M_S - M_T)/M_T = 0.276 %
adiabatic temperature change = -61.31 mK
isothermal heat absorbed = 152.86 kJ/m3
isothermal stress = 56.615 MPa
stress drop on heat return = 0.1562 MPa
TIME LIMITS
thermal diffusivity = 0.680 cm2/s
in-plane sound crossing time = 0.104 us
rim heat-flow time = 635.7 us
radiation time, emissivity 1 = 40.8 ms
supported-film thermal time = 0.588 ns
NEGLECTED EFFECTS (rough estimates)
assumed bulk-modulus pressure derivative = 4
anharmonic modulus change = 0.049 %
strain where it equals adiabatic gain = 5.60e-04
change at 1 GPa residual stress = 0.87 %
change at 1 % porosity, factor 2 = 11.3 GPa
surface change, 10 N/m per face = 0.10 GPa
softening at 1e-04/K for the film's own temperature change = 0.00061 %
M_T for (111) = 566.154 GPa
```
